\section*{Koelling-Harmon radial solver settings: grid, matching and the Newton energy correction}

\section{Two runs that differ by one term}

A $4p$ level in a screened potential of nuclear charge 70 is refined by Newton steps from a starting energy 0.540 hartree away. With one formula for the correction, the successive errors are $0.540$, $1.56\times10^{-2}$, $1.33\times10^{-5}$ and $9.7\times10^{-12}$ hartree. With a second formula, which lacks one small term in a normalization integral, they are $0.540$, $1.61\times10^{-2}$, $3.76\times10^{-7}$ and $3.4\times10^{-10}$ hartree. The incomplete formula is ahead by a factor of 35 at the third entry and behind by the same factor at the fourth.

Both runs solve the Koelling-Harmon equations, one form of scalar-relativistic radial equation; other scalar-relativistic schemes solve different equations. This guide derives those equations, the integration and the energy correction, and draws from them advice on the grid, the energy bracket and the stopping rule. The potential $V(r)$ is local, spherical and held fixed during the search. Hartree atomic units are used, with $c=137.036$, and $E$ excludes the rest energy.

\section{The Koelling-Harmon equations}

Let $P=rg$, where $g$ is the large radial component, and let $Q_D$ be $c$ times the small component in the same convention. Define
\begin{equation}
M(r)=1+\frac{E-V(r)}{2c^2},\qquad L=l(l+1).
\end{equation}
The radial Dirac equations are
\begin{equation}
P'=-\frac{\kappa}{r}P+2MQ_D,\qquad
Q_D'=\frac{\kappa}{r}Q_D+(V-E)P ,
\label{dirac}
\end{equation}
with $\kappa=-l-1$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. In both cases $\kappa(\kappa+1)=L$.

To isolate the dependence on $j$, define a quantity without $\kappa$,
\begin{equation}
Q=\frac{rg'}{2M}=\frac{P'-P/r}{2M},
\qquad\text{so that}\qquad
Q_D=Q+\frac{(\kappa+1)P}{2Mr}.
\label{split}
\end{equation}
The product rule gives
\begin{equation}
\left(\frac{P}{2Mr}\right)'=\frac{P'-P/r}{2Mr}-\frac{M'P}{2M^2r}
=\frac{Q}{r}-\frac{M'P}{2M^2r}.
\end{equation}
Inserting (\ref{split}) into the second Dirac equation therefore yields
\begin{equation}
Q'+\frac{(\kappa+1)Q}{r}-\frac{(\kappa+1)M'P}{2M^2r}
-\frac{\kappa Q}{r}-\frac{LP}{2Mr^2}=(V-E)P .
\end{equation}
The terms in $Q/r$ combine to $+Q/r$. Since $M'=-V'/(2c^2)$,
\begin{equation}
Q'=-\frac Qr+\left[\frac{L}{2Mr^2}+V-E
-\frac{(\kappa+1)V'}{4M^2c^2r}\right]P .
\end{equation}
This is still the Dirac equation. The Koelling-Harmon system drops the last term, which is the spin-orbit term:
\begin{equation}
P'=\frac Pr+2MQ,\qquad
Q'=-\frac Qr+UP,\qquad U=\frac{L}{2Mr^2}+V-E .
\label{kh}
\end{equation}

The dropped term has zero $(2j+1)$-weighted sum when both partners share $P$ and $M$: the weights $2l+2$ and $2l$ multiply $-l$ and $l+1$. The two Dirac partners do not in fact share $P$ and $M$, so a scalar level need not equal their weighted mean. For the bare Coulomb $2p$ level at $Z=70$ the scalar energy is $-636.25$ hartree. The Dirac levels are $-670.69$ ($j=\tfrac12$) and $-622.83$ ($j=\tfrac32$), with weighted mean $-638.78$. The scalar level lies 2.53 hartree above the mean, about 5\% of the splitting of 47.86.

For $s$ states $\kappa+1=0$ and nothing is dropped, so the scalar $s$ levels are Dirac levels of the same potential. For $l>0$ the scalar level only approximates the $j$-weighted mean; in the $2p$ example the 2.53 hartree gap is 0.4\% of the mean energy. If the splitting of $p$, $d$ or $f$ levels matters, spin-orbit coupling has to be restored; no refinement of the radial grid supplies it.

\section{The logarithmic grid}

With $x=\ln r$, $d/dx=r\,d/dr$. Define $m=2Mr$ and $w=rU$. Then
\begin{equation}
\frac{d}{dx}\begin{pmatrix}P\\Q\end{pmatrix}
=A\begin{pmatrix}P\\Q\end{pmatrix},\quad
A=\begin{pmatrix}1&m\\w&-1\end{pmatrix},\quad
w=\frac Lm+rV-rE .
\label{log}
\end{equation}
Equal steps $h$ in $x$ are steps proportional to $r$, fine near the nucleus and coarse outside.

Because the system is linear, a fourth-order Runge-Kutta step is multiplication by a matrix. With $A_0$, $A_{1/2}$, $A_1$ at the start, middle and end of the step,
\begin{align}
K_1&=A_0, & K_2&=A_{1/2}\left(1+\tfrac h2K_1\right),\nonumber\\
K_3&=A_{1/2}\left(1+\tfrac h2K_2\right), & K_4&=A_1(1+hK_3),\\
T&=1+\tfrac h6(K_1+2K_2+2K_3+K_4).\nonumber
\end{align}
An inward step exchanges $A_0$ and $A_1$ and reverses the sign of $h$. The potential is needed at midpoints; if it is tabulated, a step of two table spacings puts the midpoint on the table.

\section{Starting at the nucleus}

For a point nucleus write $rV=\sum_k v_kr^k$ with $v_0=-Z$. Since $m=2r+(rE-rV)/c^2$, its coefficients are
\begin{equation}
m_0=\frac Z{c^2},\quad m_1=2+\frac{E-v_1}{c^2},\quad
m_k=-\frac{v_k}{c^2}\ (k\ge2).
\end{equation}
The reciprocal $1/m=\sum_k\mu_kr^k$ follows from $m\,(1/m)=1$, power by power:
\begin{equation}
\mu_0=\frac1{m_0},\qquad
\mu_k=-\frac1{m_0}\sum_{j=1}^k m_j\mu_{k-j}.
\end{equation}
Hence $w_k=L\mu_k+v_k-E\delta_{k1}$. Insert $P=r^\gamma\sum p_kr^k$ and $Q=r^\gamma\sum q_kr^k$ into (\ref{log}) and collect $r^{\gamma+k}$:
\begin{align}
(\gamma+k-1)p_k-m_0q_k&=s_k, & s_k&=\sum_{j=1}^k m_jq_{k-j},\nonumber\\
-w_0p_k+(\gamma+k+1)q_k&=t_k, & t_k&=\sum_{j=1}^k w_jp_{k-j}.
\end{align}
At $k=0$ the right sides vanish, so the determinant must vanish: $\gamma^2-1-m_0w_0=0$. With $m_0w_0=L-Z^2/c^2$,
\begin{equation}
\gamma=\sqrt{L+1-Z^2/c^2},\qquad q_0=\frac{(\gamma-1)p_0}{m_0}.
\end{equation}
At $Z=70$ the smallest exponent is 0.860, for $s$ states, and the negative root would make $\int P^2dr$ diverge. For $k>0$ the determinant is $D_k=(\gamma+k)^2-\gamma^2=k(k+2\gamma)>0$, and
\begin{equation}
p_k=\frac{(\gamma+k+1)s_k+m_0t_k}{D_k},\qquad
q_k=\frac{(\gamma+k-1)t_k+w_0s_k}{D_k}.
\end{equation}

This sets the first grid point. For $l>0$, $w$ contains $L/m$, which has a pole where $m=0$. Keeping $m\simeq Z/c^2+2r$ puts it near $r=-Z/(2c^2)$, at distance $1.86\times10^{-3}$ bohr from the origin for $Z=70$. For $l>0$ the series is therefore useful only well inside that distance, however smooth the potential. The example starts at $10^{-5}$ bohr and keeps powers up to $k=8$. Integrated out to $4.5\times10^{-5}$ bohr, the solution agrees with the series to a relative $10^{-10}$.

The series assumes a point nucleus. For a finite nuclear charge distribution $rV$ vanishes at the origin, $m_0=0$, and the start must be rederived. For $s$ states the point-nucleus exponent also becomes imaginary when $Z>c$.

\section{The far end and the matching radius}

Treat $A$ as constant over a short interval far outside. Its eigenvalues are $\pm\sigma$ with $\sigma=\sqrt{1+mw}$. The decaying vector satisfies $P+mQ=-\sigma P$, so the inward integration starts with
\begin{equation}
\frac QP=-\frac{1+\sigma}{m}.
\end{equation}
An error in this ratio admixes the other solution, which dies away in the inward direction. The start belongs where the orbital has decayed to rounding level, which depends on the energy: 5.6 bohr for the example $4p$ level, on a grid extending to 60 bohr. Starting a deep level at the grid edge wastes steps and invites overflow: for the $1s$ level of the example potential, a start at 60 bohr with $h=0.005$ makes the inward solution grow by more than $10^{1000}$. The large $h\sigma\approx20$ there is not itself harmful; if the solution is rescaled at each step, $Q/P$ at the matching radius is the same as for a start at 0.7 bohr.

Match just outside the outermost zero of $w$, where $w$ becomes positive for good. From (\ref{kh}),
\begin{equation}
g'=\frac{2MQ}{r},\qquad (rQ)'=Q+rQ'=wP .
\end{equation}
The inward solution starts with $P>0$ and $Q<0$. Where $w>0$, moving inward makes $rQ$ more negative and $g$ larger, so $P$ has no node there. The outward solution is not carried into the region where it would pick up the growing exponential.

\section{The energy correction}

Scale the inward solution so that both have the same $P_m=P(r_m)$ at the matching radius. At a trial energy $Q$ then generally jumps. The mismatch is
\begin{equation}
F(E)=\left(\frac QP\right)_{\rm out}-\left(\frac QP\right)_{\rm in}
\quad\text{at fixed } r_m,
\end{equation}
and $F=0$ at an eigenvalue. Newton's method needs $dF/dE$. Denote $\partial/\partial E$ by a dot. Since $\dot M=1/(2c^2)$,
\begin{equation}
\dot U=-1-\frac{L\dot M}{2M^2r^2}=-1-\frac{L}{4M^2c^2r^2}.
\end{equation}
Differentiating (\ref{kh}) gives
\begin{equation}
\dot P'=\frac{\dot P}r+2M\dot Q+\frac{Q}{c^2},\qquad
\dot Q'=-\frac{\dot Q}r+U\dot P+\dot UP .
\end{equation}
Therefore
\begin{align}
(P\dot Q-Q\dot P)'
&=P'\dot Q+P\dot Q'-Q'\dot P-Q\dot P'\nonumber\\
&=\left(\frac Pr+2MQ\right)\dot Q
+P\left(-\frac{\dot Q}r+U\dot P+\dot UP\right)\nonumber\\
&\quad-\left(-\frac Qr+UP\right)\dot P
-Q\left(\frac{\dot P}r+2M\dot Q+\frac Q{c^2}\right)\nonumber\\
&=\dot UP^2-\frac{Q^2}{c^2}=-\rho ,
\end{align}
where all terms without $\dot U$ or $1/c^2$ have cancelled in pairs, and
\begin{equation}
\rho=P^2+\frac{Q^2}{c^2}+\frac{LP^2}{4M^2c^2r^2}.
\label{rho}
\end{equation}

Note that $P\dot Q-Q\dot P=P^2\,\partial_E(Q/P)$. It vanishes at the origin, because the leading ratio $q_0/p_0$ does not depend on $E$, and at infinity, because the inward solution decays. Integrating from each end to $r_m$,
\begin{equation}
\partial_E\!\left(\frac QP\right)_{\rm out}=-\frac1{P_m^2}\int_0^{r_m}\!\rho\,dr,
\quad
\partial_E\!\left(\frac QP\right)_{\rm in}=+\frac1{P_m^2}\int_{r_m}^\infty\!\rho\,dr .
\label{slopes}
\end{equation}
With $N=\int_0^\infty\rho\,dr$, the slope is $F'=-N/P_m^2$, and the Newton step $-F/F'$ is
\begin{equation}
\Delta E=\frac{P_m\,(Q_{\rm out}-Q_{\rm in})}{N}.
\label{newton}
\end{equation}
On the grid $dr=r\,dx$. The part below the first point $r_0$ is $r_0\rho(r_0)/(2\gamma+1)$ to leading order, because $\rho\propto r^{2\gamma}$ there.

The last term of (\ref{rho}) arises because $M$ in the centrifugal term depends on $E$. It also has a direct meaning. For common $P$ and $M$, average $Q_D^2/c^2$ from (\ref{split}) over the two $j$ with weights $2j+1$. The cross term vanishes as before, and the mean of $(\kappa+1)^2$ is
\begin{equation}
\frac{(2l+2)l^2+2l(l+1)^2}{4l+2}
=\frac{2l(l+1)(2l+1)}{2(2l+1)}=L .
\end{equation}
The average is thus $Q^2/c^2+LP^2/(4M^2c^2r^2)$: both small terms together are the averaged Dirac small-component density.

\section{What an incomplete norm does}

Suppose $N$ in (\ref{newton}) is replaced by another positive value $\tilde N$. The condition $F=0$, and hence the eigenvalue, is unchanged. Let $e=E-E_n$ be the error before the step. The full step leaves $Ce^2$ to leading order, with $C=F''/(2F')$ at the level, so the full correction is $-e+Ce^2$. The altered step multiplies it by $N/\tilde N$ and leaves
\begin{equation}
e_{\rm new}\simeq\lambda e+(1-\lambda)Ce^2,\qquad
\lambda=1-\frac N{\tilde N},
\label{lambda}
\end{equation}
where the variation of $N/\tilde N$ with energy is neglected. Near the level the error is then multiplied by $\lambda$ at each step: convergence is linear if $|\lambda|<1$, that is $\tilde N>N/2$, and the steps diverge if $\tilde N<N/2$.

In the example the shares of $N$ are 0.99742 for $P^2$, $1.683\times10^{-3}$ for $Q^2/c^2$ and $9.008\times10^{-4}$ for the angular term. Omitting the angular term gives
\begin{equation}
\lambda=-\frac{9.008\times10^{-4}}{1-9.008\times10^{-4}}
=-9.016\times10^{-4},
\end{equation}
which agrees with the factor measured from Newton steps on either side of the level. A finite-difference test of $F'$, made 5\% away in energy, gives $-0.483464$ atomic units. The full norm reproduces this value; without the angular term the result is $-0.483054$.

The crossing in the opening figures now follows. The full-norm run gives $C\simeq1.33\times10^{-5}/(1.56\times10^{-2})^2=0.055$ per hartree from the rounded errors; a finite difference of $F$ at the level gives $0.0544$. It is positive: the error left by a full step is $Ce^2$, and the last Newton steps of the search below land above the level. Its value depends on the matching radius, which both runs hold fixed at 0.515 bohr. In the incomplete run the second error is $+1.61\times10^{-2}$, and the two terms of (\ref{lambda}) are
\begin{equation}
\lambda e=-1.45\times10^{-5},\qquad Ce^2=+1.41\times10^{-5}\ \text{hartree}.
\end{equation}
They nearly cancel, leaving a few times $10^{-7}$. The size of the early lead is an accident of the starting energy: the two terms cancel only when the error before the step is near $-\lambda/C$, and for a positive error below $|\lambda|/(2C)\simeq8\times10^{-3}$ hartree the incomplete step is already the worse one. At the next step the quadratic term is negligible, and $9.016\times10^{-4}\times3.76\times10^{-7}=3.4\times10^{-10}$ hartree, as found.

For a fixed potential the omission costs at most a few extra iterations when $|\lambda|$ is this small. For $s$ states $L=0$ and it costs nothing. The normalization used to build an electron density is a separate choice: there a change of norm rescales the orbital, and in a self-consistent calculation it can change the potential and the energies.

\section{Why node counting gives a safe bracket}

Newton's method alone may converge to the wrong level. Define $\theta$ by $\tan\theta=P/Q$, following it continuously in $r$. Where $P=0$,
\begin{equation}
\theta'=\frac{P'Q-PQ'}{P^2+Q^2}=2M>0 ,
\end{equation}
provided $M>0$. So $\theta$ passes multiples of $\pi$ only upwards, once per node. An outward solution with $k$ nodes inside $r_m$ has $k\pi<\theta_{\rm out}<(k+1)\pi$. The nodeless inward solution has $0<\theta_{\rm in}<\pi$; each inward node would lower this range by $\pi$. By (\ref{slopes}), and because $\cot\theta=Q/P$ falls as $\theta$ rises, $\theta_{\rm out}$ grows with $E$ and $\theta_{\rm in}$ falls. Their difference at fixed $r_m$ therefore grows with $E$, and it equals $n\pi$ at the level $E_n$ with $n$ nodes. Three verdicts follow:
\begin{itemize}
\item If $k>n$, the difference exceeds $(k-1)\pi\ge n\pi$, so $E>E_n$.
\item If $k<n$, it is below $(k+1)\pi\le n\pi$, so $E<E_n$.
\item If $k=n$, it exceeds $n\pi$ when $F<0$, that is, when $\Delta E<0$. The sign of $\Delta E$ gives the side.
\end{itemize}
None of these depends on which $r_m$ was used, so $r_m$ may move between trials. For $l>0$ a deep trial energy can leave $w>0$ at every radius, so that there is no zero to match at. With $\gamma>1$ the outward solution starts with $q_0>0$, and $(rQ)'=wP$ keeps $P$ and $Q$ positive, while the inward $Q$ is negative. At any $r_m$ then $k=0$ and $F>0$, so the trial lies below every level of that $l$. Each trial tightens the bracket. If the node count is wrong or a Newton step leaves the bracket, the next trial is the geometric mean $-\sqrt{E_{\rm low}E_{\rm high}}$, which suits levels spread over orders of magnitude.

\section{A complete search}

The example potential is a model with round parameters,
\begin{equation}
V(r)=-\frac{1+(Z-1)e^{-ar}}r,\qquad Z=70,\quad a=3\ \text{bohr}^{-1}.
\end{equation}
The $4p$ level has $n=4-1-1=2$ nodes. The bracket runs from $-4900$ to $-0.05$ hartree, so the first trial is $-\sqrt{4900\times0.05}=-15.65$.
\begin{center}
\begin{tabular}{rcl}
$E$ (hartree) & nodes & proposed $\Delta E$ (hartree)\\
$-15.652$ & 3 & none: too high\\
$-276.942$ & 1 & none: too low\\
$-65.839$ & 2 & $+49.42$\\
$-16.420$ & 3 & none: too high\\
$-32.880$ & 2 & $+6.876$\\
$-26.003$ & 2 & $-0.943$\\
$-26.946$ & 2 & $-6.26\times10^{-2}$\\
$-27.00882$ & 2 & $-2.15\times10^{-4}$\\
$-27.00904$ & 2 & $-2.5\times10^{-9}$
\end{tabular}
\end{center}
The third trial has the right node count, but its long step lands above the level, where the node count rejects it. From $-32.880$ the Newton steps take over. One more evaluation confirms $E=-27.0090$ hartree, or $-734.95$ eV, with matching at 0.515 bohr. An independent spline diagonalization gives the same energy to the printed digits. This checks the solution of (\ref{kh}) for the model, not the neglect of spin-orbit coupling.

\section{Choosing the settings}

\textbf{Grid step.} Relative to a run with $h=0.0025$, the $4p$ error is $9.74\times10^{-6}$ hartree at $h=0.02$ and $6.07\times10^{-7}$ at $h=0.01$, a ratio of 16, as a fourth-order method should give. In this regime $E(h)=E+bh^4$, so $E(h)-E(h/2)=\tfrac{15}{16}bh^4$, while the finer run has error $\tfrac1{16}bh^4$. Halve the step once: one fifteenth of the change estimates the remaining grid error.

\textbf{Grid ends.} Put the first point far inside $Z/(2c^2)$ for a point nucleus. Put the last point well beyond the outer zero of $w$ at the highest energy in the bracket; otherwise a trial near that energy has no decaying region in which to start.

\textbf{Stopping rule.} With the full norm, the error left after a small step $\Delta E$ is about $C(\Delta E)^2$, until rounding and grid errors intervene. With an incomplete norm, once the linear term dominates, $\Delta E\simeq-(1-\lambda)e$ and the error left is $|\lambda\,\Delta E|/(1-\lambda)$, which is close to $|\lambda\,\Delta E|$ for small $|\lambda|$ and below $|\Delta E|$ for $\lambda<\tfrac12$. Near the level a threshold on $|\Delta E|$ is thus cautious with the full norm, and with an altered norm if $\lambda<\tfrac12$, which holds whenever the norm merely lacks a positive term. A right node count does not by itself place the trial near the level: close to an energy at which the outward solution has a node at $r_m$, $P_m\to0$ while $Q_{\rm out}$ and $N$ stay finite, so (\ref{newton}) gives a small $\Delta E$ although $F$ diverges. Accept a small step only when $F$ is small as well. The stopping rule controls the root search alone; the grid error has to be checked separately.

\section*{Computed values}
\begin{verbatim}
c = 137.035999 a.u.; Z = 70; a = 3.0 1/bohr
grid: first r = 1.0e-05 bohr, last r <= 60 bohr
step in ln r = 0.005; intervals = 3121
series: highest power k = 8; Z/(2c^2) = 1.8638e-03 bohr
gamma: s 0.859691, p 1.655013, d 2.595972
start bracket: -4900.0 to -0.05 hartree
Coulomb 1s: solver -2634.846535, Dirac -2634.846535 hartree
Coulomb 2s: solver -670.688476, Dirac -670.688476 hartree
Coulomb 2p: Koelling-Harmon -636.2499 hartree
  Dirac 2p1/2 -670.6885, 2p3/2 -622.8285 hartree
  (2j+1)-weighted Dirac mean -638.7818 hartree
screened levels: solver, spline (hartree)
  1s: -2433.7259890, -2433.7259887
  2p: -448.7861585, -448.7861585
  3d: -108.9930154, -108.9930154
  4p: -27.0090359, -27.0090359
  5s: -3.6251920, -3.6251921
4p search: E (hartree), nodes, proposed dE (hartree)
  -15.652475842, 3, bisect
  -276.942469889, 1, bisect
  -65.839466277, 2, 4.942e+01
  -16.419698339, 3, bisect
  -32.879540372, 2, 6.876e+00
  -26.003058428, 2, -9.431e-01
  -26.946204052, 2, -6.262e-02
  -27.008820751, 2, -2.151e-04
  -27.009035889, 2, -2.518e-09
  -27.009035892, 2, -3.465e-14
4p energy = -27.0090359 hartree = -734.9533 eV
4p matching radius = 0.51534 bohr; inward start = 5.5961 bohr
4p norm shares: P^2 0.9974165, Q^2/c^2 1.6827e-03, angular 9.0078e-04
series against integration at r = 4.482e-05 bohr: relative difference 9.7e-11
mismatch slope at E = -28.359488 hartree (a.u.):
  difference -0.48346381, full norm -0.48346380, no angular term -0.48305362
Newton errors, full norm (hartree): 5.40e-01, 1.56e-02, 1.33e-05, 9.71e-12
  observed Newton order = 1.996
Newton errors, no angular term (hartree): 5.40e-01, 1.61e-02, 3.76e-07, 3.39e-10
error factor without angular term: measured -9.01588e-04, predicted -9.01589e-04
node verdicts correct at 40 trial energies for 2p, 3p, 4p
4p grid error: h=0.02 9.74e-06, h=0.01 6.07e-07 hartree; order 4.00
\end{verbatim}
